# Radiative energy balance and initial cooling rate of a thin wafer

## 1. What dimensions and symmetry fix

A hot wafer hangs in a cold, evacuated chamber. Its lamps go out, and from then on it loses heat by radiation. We want the rate at which its temperature \(T\) begins to fall.

Let \(j\) be the power radiated per unit area of one face, in W/m², and let \(C\) be the heat capacity of the wafer per unit area of one face, in J/(m² K). If the temperature is uniform through the thickness, no other property of the wafer matters. The only combination of \(j\) and \(C\) with the unit K/s is \(j/C\). For density \(\rho\), specific heat \(c\) and thickness \(d\),

\[
C=\rho c d .
\]

The flux from a black face can depend on the thermal energy \(k_BT\), Planck's constant \(h\) and the speed of light \(c_0\). The only product of their powers that is an energy per time and area is \((k_BT)^4/(h^3c_0^2)\), so the flux must vary as \(T^4\). We write it as \(\sigma T^4\). A real face emits a fraction \(\varepsilon\) of this, its total hemispherical emissivity at temperature \(T\). Hence

\[
\frac{dT}{dt}=-N\,\frac{\varepsilon\sigma T^4}{\rho c d},
\]

with a pure number \(N\). Reflection symmetry about the mid-plane says that two equal faces at the same temperature lose equal amounts, which suggests \(N=2\). The energy balance confirms this and shows when the law holds.

## 2. The flux from one face

Planck's law gives the power emitted by a black surface per unit projected area, solid angle and frequency \(\nu\):

\[
B_\nu=\frac{2h\nu^3}{c_0^2}\,\frac{1}{e^{h\nu/k_BT}-1}.
\]

With \(x=h\nu/k_BT\), we have \(\nu^3d\nu=(k_BT/h)^4x^3dx\), so

\[
\int_0^\infty B_\nu\,d\nu=\frac{2(k_BT)^4}{h^3c_0^2}\int_0^\infty\frac{x^3}{e^x-1}\,dx .
\]

To do the integral, expand \(1/(e^x-1)=\sum_{n\ge1}e^{-nx}\) and use \(\int_0^\infty x^3e^{-nx}dx=6/n^4\). The result is \(6\sum 1/n^4\). The sum follows from the Fourier series on \((-\pi,\pi)\),

\[
x^2=\frac{\pi^2}{3}+\sum_{n\ge1}\frac{4(-1)^n}{n^2}\cos nx .
\]

Squaring, integrating and dividing by \(\pi\) gives \(2\pi^4/5=2\pi^4/9+16\sum1/n^4\). Thus \(\sum1/n^4=\pi^4/90\), and the integral is \(\pi^4/15\).

A direction at angle \(\theta\) to the normal sees the area reduced by \(\cos\theta\). Summing over the outward hemisphere gives

\[
\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=2\pi\cdot\frac12=\pi .
\]

The black flux is therefore \(\sigma T^4\) with \(\sigma=2\pi^5k_B^4/(15h^3c_0^2)\), and one real face emits

\[
j=\varepsilon\sigma T^4 .
\]

Here \(T\) is the absolute temperature.

## 3. The energy balance

Let \(u(T)\) be the energy content per unit area of one face. By the definition of specific heat, \(du/dT=\rho d\,c(T)\), and the chain rule gives

\[
\frac{du}{dt}=\rho d\,c(T)\frac{dT}{dt}.
\]

No derivative of \(c\) appears. The initial rate needs the specific heat at the initial temperature, even when \(c\) varies.

Let \(q\) be the lamp power absorbed per unit area of one face, counting light absorbed on either side. The chamber walls are at temperature \(T_s\) and form an enclosure much larger than the wafer, so each face receives the black flux \(\sigma T_s^4\). It absorbs a fraction \(a\) of this. The wafer is opaque, and for gray faces, whose emissivity is the same at all frequencies and temperatures, \(a=\varepsilon\). With two faces,

\[
\rho c d\,\frac{dT}{dt}=q-2\varepsilon\sigma\left(T^4-T_s^4\right).
\]

This is the lumped radiative balance. Wafer area has cancelled. If the faces differ, \(2\varepsilon\) becomes \(\varepsilon_{\rm front}+\varepsilon_{\rm back}\).

The balance leaves out the rim, the supports and any gas. A disk of radius \(R\) has rim area \(2\pi Rd\) and face area \(2\pi R^2\), a ratio of \(d/R\). Gas colder than the wafer would add a further loss and make the cooling faster.

## 4. Switching off the lamps

At \(t=0\) the absorbed flux drops from \(q\) to zero. The temperature cannot jump, because that would require a finite energy change in no time. The loss term is thus the same just before and just after. For cold surroundings, \(T_s\ll T_0\), the two slopes are

\[
\left.\frac{dT}{dt}\right|_{0^-}=\frac{q-2\varepsilon\sigma T_0^4}{\rho c d},
\qquad
\boxed{\left.\frac{dT}{dt}\right|_{0^+}=-\frac{2\varepsilon\sigma T_0^4}{\rho\,c(T_0)\,d}}
\]

The minus sign means cooling. The slope jumps by \(-q/(\rho cd)\), which gives a spike its sharp peak. The slope after the jump does not contain \(q\): as long as the temperature is uniform through the thickness, a wafer heated fast and a wafer held steady at \(T_0\) begin to cool at the same rate. In the steady case \(q=2\varepsilon\sigma T_0^4\), so the initial cooling rate is also the absorbed holding power divided by the heat capacity.

Real filaments keep glowing for a while. Then \(q(t)\) falls continuously, and a wafer that was still heating goes on heating until \(q(t)\) has dropped to the radiative loss. The peak is rounded. Once \(q(t)\) is much smaller than the loss, the slope follows the boxed formula with the current temperature in place of \(T_0\). It is close to the boxed rate itself if the temperature is then near \(T_0\).

## 5. How cold is cold?

Keeping the wall radiation gives, after switch-off,

\[
\frac{dT}{dt}=-\frac{2\varepsilon\sigma T_0^4}{\rho cd}\left[1-\frac{a}{\varepsilon}\left(\frac{T_s}{T_0}\right)^4\right].
\]

For gray faces the correction, relative to the cold-wall rate, is \((T_s/T_0)^4\). For other faces \(a\) may differ from \(\varepsilon\), because wall radiation lies at lower frequencies than the wafer's own. Since \(a\le1\), the correction is at most \((T_s/T_0)^4/\varepsilon\). Unless \(\varepsilon\) is small, the fourth power keeps the correction small even when \(T_s/T_0\) is about a quarter.

## 6. Worked example

Take a model wafer with these round parameters:

- thickness \(d=0.75\) mm and radius \(R=150\) mm
- density \(\rho=2300\) kg/m³
- specific heat \(c=900\) J/(kg K)
- thermal conductivity \(k=25\) W/(m K)
- emissivity \(\varepsilon=0.70\) on each face
- \(T_0=1300\) K and \(T_s=300\) K

The heat capacity per area is

\[
C=2300\times900\times0.75\times10^{-3}=1552.5\ \text{J/(m² K)}.
\]

The black flux at 1300 K is 161.95 kW/m², so the two faces emit

\[
2\times0.70\times161.95=226.7\ \text{kW/m²}.
\]

The initial slope is

\[
\frac{dT}{dt}=-\frac{226.7\times10^3}{1552.5}\approx-146\ \text{K/s}.
\]

A temperature difference has the same size in kelvin and in degrees Celsius, so this is also \(-146\) °C/s. At 1000 K the same wafer cools at only 51 K/s, smaller by the factor \((1000/1300)^4=0.35\).

The neglected effects change the average rate little here. For gray faces, walls at 300 K reduce the rate by 0.28 %, and for any other absorptivity of the faces the reduction is at most 0.41 %. The rim adds 0.5 % to the radiating area, but its loss is drawn from a zone only a few millimetres wide, which lateral conduction reaches in the first second. Starting from a uniform temperature, the edge is about 9 K colder than the interior by the time the interior has cooled by 50 K. The boxed rate describes the interior, not the edge.

## 7. When one temperature is enough

Heat must reach the faces by conduction. Let \(z\) run from the lit face at \(0\) to the dark face at \(d\). For constant \(c\) and \(k\), the heat equation is \(\rho c\,\partial T/\partial t=k\,\partial^2T/\partial z^2\). Integrating it over the thickness, with \(q\) entering at the lit face, gives

\[
\rho cd\,\frac{d\bar T}{dt}=q-\varepsilon\sigma\left(T_{\rm lit}^4+T_{\rm dark}^4\right),
\]

where \(\bar T\) is the thickness average. The lumped law replaces both face temperatures by \(\bar T\).

**Settled cooling.** Suppose all depths cool at nearly the same rate, \(-2j/(\rho cd)\). The heat equation then requires \(\partial^2T/\partial z^2=-2j/(kd)\). With \(s=z-d/2\) measured from the mid-plane, the symmetric solution is

\[
T=T_{\rm centre}-\frac{j\,s^2}{kd},
\qquad
T_{\rm centre}-T_{\rm face}=\frac{jd}{4k}=\frac{\varepsilon\sigma T^4d}{4k}.
\]

As a check, the outward heat flux at \(s=d/2\) is \(2js/d=j\), as it must be. Lumping requires this difference to be much smaller than \(T\). At 1300 K, \(j\) is 113.4 kW/m² and the difference is 0.85 K, less than a thousandth of \(T\).

**One-sided heating.** Lamps on one side leave a larger difference. During steady heating the flux inside the wafer falls linearly from \(q-j_{\rm lit}\) at the lit face to \(j_{\rm dark}\) at the dark face. Its mean is close to \(q/2\), so the faces differ by about \(qd/(2k)\). For \(q=550\) kW/m² this is 8.25 K. A numerical solution of the heat equation gives 8.21 K. The small deficit arises because the lit face is hotter and radiates about 2.9 kW/m² more than the dark one, which lowers the mean flux by half that amount.

This difference decays after switch-off. Radiation changes by \(4j/T\approx350\) W/(m² K) when a face temperature changes, while conduction across the wafer has \(k/d\approx33\,000\) W/(m² K). For the decay of the difference the faces are therefore nearly insulated. The slowest odd profile with zero slope at both faces is \(\sin(\pi s/d)\). Inserting it into the heat equation gives the decay time

\[
t_d=\frac{d^2}{\pi^2D},\qquad D=\frac{k}{\rho c},
\]

which is 4.7 ms here.

**What each face does.** In the numerical solution the average slope changes from \(+208\) K/s before switch-off to \(-146\) K/s after it, as the lumped law predicts; the tests allow 1 %. The faces behave quite differently during the first millisecond. Averaged over that millisecond, the lit face falls at about 2500 K/s, fastest at the start, because conduction still draws heat into the wafer while the lamp no longer replaces it. The dark face keeps rising at 207 to 208 K/s, because the change has not yet reached it: in 1 ms heat spreads over about \(\sqrt{Dt}\approx0.11\) mm, much less than the thickness. A thermometer that views one face would not read the lumped rate at such short times. These face rates assume that the light is absorbed at the surface and stops in much less than 1 ms. Absorption spread over a depth of 20 µm lowers the lit-face rate to about 2100 K/s, and if the lamp output decays exponentially with a time constant of 10 ms, the lit face is still rising on average during the first millisecond.

After 50 ms, more than ten decay times, the lit face falls at 142.3 K/s, while the lumped law at the average temperature of 1292.8 K gives 142.8 K/s. The parabola explains the remaining 0.5 K/s. The face lies two thirds of the centre-to-face difference, or 0.55 K, below the average. The true loss is thus lower than the lumped one by \(4\times0.55/1293=0.17\,\%\), or 0.24 K/s. The offset of 0.55 K itself shrinks as \(T^4\), which slows the fall of the face by another 0.24 K/s.

## 8. How long the initial rate lasts

For constant \(c\) and \(\varepsilon\) and cold surroundings, write the cooling law as \(dT/dt=-bT^4\) with \(b=2\varepsilon\sigma/(\rho cd)\). Separating variables,

\[
\int_{T_0}^{T}\frac{dT'}{T'^4}=-bt
\quad\Rightarrow\quad
\frac{1}{3}\left(\frac1{T_0^3}-\frac1{T^3}\right)=-bt
\quad\Rightarrow\quad
\frac1{T^3}=\frac1{T_0^3}+3bt .
\]

Define \(\tau=1/(bT_0^3)=\rho cd/(2\varepsilon\sigma T_0^3)\), which is \(T_0\) divided by the initial cooling rate. Then

\[
T(t)=T_0\left(1+\frac{3t}{\tau}\right)^{-1/3},
\qquad
t(T_1)=\frac{\tau}{3}\left[\left(\frac{T_0}{T_1}\right)^3-1\right].
\]

For \(t\ll\tau\), expansion gives \(T\approx T_0(1-t/\tau)\), the initial straight line. For \(t\gg\tau\), \(T\approx T_0(\tau/3t)^{1/3}=(3bt)^{-1/3}\), and the starting temperature has dropped out. This late form holds only while \(T\) is still well above \(T_s\). In the example the window is narrow: the late form is 10 % too high at \(t=\tau\) and 5 % too high at \(t=2\tau\), while at \(t=5\tau\) walls at 300 K already reduce the rate by 11 %. Real, lightly doped silicon also becomes partly transparent below roughly 900 K, where a constant \(\varepsilon\) no longer applies.

In the example \(\tau=8.90\) s. Cooling by 50 K takes

\[
t=\frac{8.90}{3}\left[\left(\frac{1300}{1250}\right)^3-1\right]=0.370\ \text{s},
\]

while the straight line gives \(50/146=0.342\) s. The straight line is too short because the loss weakens as the wafer cools.

This time matters for a spike anneal, in which the wafer should spend little time near its peak. With 550 kW/m² absorbed, the last 50 K of heating take less than \(50/208=0.24\) s, since the slope is larger below the peak than at it. For an instant switch-off, the average temperature is then within 50 K of its peak for less than about 0.61 s in total, of which 0.37 s is cooling. More lamp power shortens the rise but leaves this cooling part of the average unchanged. The lit face differs: it peaks above the average and needs 0.33 s to fall 50 K from its own peak at 550 kW/m², and 0.29 s at twice that power. Slowly fading lamps lengthen the time: if their output decays exponentially with a time constant of 0.2 s, the total becomes about 0.9 s. In the lumped model with instant switch-off, a faster fall at given \(T_0\) needs a smaller \(\rho cd\) or a larger emissivity.

## 9. Cold walls that reflect

Cold walls emit little, but they may send the wafer's own radiation back. Consider a wall close and parallel to each face, with reflectivity \(r\), and gray faces that reflect the fraction \(1-\varepsilon\). Both fractions are taken to be the same at every angle.

Of the emitted flux \(j\), the part \(rj\) returns. The face absorbs \(\varepsilon rj\) and reflects \((1-\varepsilon)rj\), which makes the next round trip. Each trip multiplies the returning flux by \((1-\varepsilon)r\), so the total reabsorbed flux is

\[
\varepsilon rj\sum_{n=0}^{\infty}\left[(1-\varepsilon)r\right]^n=\frac{\varepsilon rj}{1-(1-\varepsilon)r}.
\]

Subtracting this from \(j\) and using \(1-(1-\varepsilon)r-\varepsilon r=1-r\),

\[
j_{\rm net}=\varepsilon_{\rm eff}\,\sigma T^4,
\qquad
\varepsilon_{\rm eff}=\frac{\varepsilon(1-r)}{1-(1-\varepsilon)r}.
\]

Absorbing walls, \(r=0\), give back \(\varepsilon\). Perfect mirrors, \(r=1\), stop the radiative cooling however cold they are. For \(r=0.50\) the example has

\[
\varepsilon_{\rm eff}=\frac{0.70\times0.50}{1-0.30\times0.50}=0.412,
\]

and the initial cooling rate drops from 146 to 86 K/s. This is a far larger change than that from the wall temperature. The boxed rate thus requires surroundings that are cold and return almost none of the wafer's own radiation. An enclosure much larger than the wafer does this even if its walls reflect partly, provided they absorb a good part of it at each reflection and do not focus it back onto the wafer. Most of the reflected radiation then misses the wafer and is absorbed by the walls after further reflections. For diffuse walls with ten times the area of both wafer faces, the rate of the example is still lowered by about 7 % at \(r=0.5\) and 39 % at \(r=0.9\); with a hundred times the area, by about 1 % and 6 %. With close reflecting walls of the kind treated here, \(\varepsilon\) is replaced by \(\varepsilon_{\rm eff}\).

The numerical output below lists the parameters and the main computed values.

## Table of computed values

```
Thickness: 0.75 mm
Density: 2300 kg/m^3
Specific heat: 900 J/(kg K)
Thermal conductivity: 25 W/(m K)
Emissivity of each face: 0.70
Wafer radius: 150 mm
Temperature at switch-off: 1300 K
Surroundings temperature: 300 K
Stefan-Boltzmann constant: 5.670374e-08 W/(m^2 K^4)
Black flux, Planck integral: 161.95 kW/m^2
Black flux, sigma T^4: 161.95 kW/m^2
Emission, both faces: 226.73 kW/m^2
Heat capacity per area: 1552.5 J/(m^2 K)
Initial cooling slope: -146.04 K/s
Cooling slope at 1000 K: -51.13 K/s
Slope with gray surroundings: -145.63 K/s
Gray surroundings correction: 0.284 %
Bound for other absorptivity: 0.405 %
Edge-to-face area ratio: 0.50 %
Simulation lamp flux absorbed: 550 kW/m^2
Lumped slope before switch-off: 208.22 K/s
Resolved mean slope before: 207.90 K/s
Resolved mean slope after: -146.05 K/s
Face difference at switch-off: 8.21 K
Lit-face slope, first 1 ms: -2512 K/s
Dark-face slope, first 1 ms: 207 K/s
Through-thickness decay time: 4.72 ms
Settled comparison time: 50 ms
Mean temperature then: 1292.79 K
Lit-face slope then: -142.33 K/s
Lumped slope then: -142.83 K/s
Centre-to-face difference then: 0.830 K
Parabolic-profile prediction: 0.830 K
Cooling time scale tau: 8.901 s
Time to cool by 50 K: 0.370 s
Straight-line estimate: 0.342 s
Wall reflectivity in comparison: 0.50
Effective emissivity there: 0.412
Cooling slope there: -85.91 K/s
```
